Infrared transmission loss of a thin absorbing film on a substrate

A film of thickness d and complex relative permittivity ε = ε1 + iε2 lies on a much thicker substrate of real refractive index n. Infrared light of angular frequency ω arrives from vacuum at normal incidence. The problem is to find how the film changes the transmission, where the missing energy goes, and what a spectrometer records for a low-k dielectric on silicon.

**Conventions.** Fields vary as exp(-iωt), so an absorbing film has ε2 > 0. All media are nonmagnetic, and the film is uniform and isotropic. Write k = ω/c and q = kd. The film occupies 0 < z < d. In parts (a) to (d) the substrate fills z > d, so no light returns from its back face. The front-interface transmission T is the energy flux entering the substrate divided by the incident flux.

**(a) Find the amplitude transmitted into the substrate, to first order in d.**

Solution. With unit incident amplitude, the electric field outside the film is

E = exp(ikz) + r exp(-ikz), z < 0

E = t exp[ikn(z-d)], z > d.

Inside the film Maxwell's equations give

E'' = -k²εE.

The tangential electric field is continuous. So is the tangential magnetic field, which in nonmagnetic media is proportional to E'/ω. Hence E and E' are both continuous at each face.

At the rear face E(d) = t and E'(d) = iknt. Step back through the film to the front face, keeping terms linear in d:

E(0) = E(d) - dE'(d) = t(1 - iqn)

E'(0) = E'(d) - dE''(d) = iknt + k²εdt.

In front of the film E(0) = 1 + r and E'(0) = ik(1 - r). Dividing the second relation by ik, and using k²d/(ik) = -iq, gives the pair

1 + r = t(1 - iqn)

1 - r = t(n - iqε).

Their sum eliminates r:

t = 2/[1 + n - iq(n+ε)].

Without the film this is t0 = 2/(1+n), the usual result for a bare interface.

The physical content appears on expanding t. Since n + ε = (1+n) + (ε-1),

t ≈ t0[1 + iq + iq(ε-1)/(1+n)].

The term iq is the phase that light would gain over the distance d in vacuum. The last term is the wave radiated by the film's polarization. The film acts as a current sheet, with current per unit width K = -iωε0(ε-1)dE. Such a sheet drives waves into vacuum and substrate together, whose admittances add to (1+n)/Z0, where Z0 = 1/(ε0c). Its field is therefore -KZ0/(1+n) = iq(ε-1)E/(1+n), as found. This is the origin of the factor 1+n.

**(b) By what fraction does the film lower T, to first order in d?**

Solution. The time-averaged flux in a lossless medium of index n is proportional to n|E|². Therefore T = n|t|², and the bare interface has

T0 = 4n/(1+n)².

For the coated one, separate the denominator of t into real and imaginary parts. Because -iq(iε2) = +qε2,

|1 + n - iq(n+ε)|² = (1 + n + qε2)² + q²(n+ε1)².

The second square is of order q² and drops out here, leaving (1+n)² + 2(1+n)qε2. Dividing,

T/T0 = 1/[1 + 2qε2/(1+n)] = 1 - 2qε2/(1+n) + O(q²).

The fractional loss is thus

L = 1 - T/T0 = 2qε2/(1+n) = 2ωdε2/[c(1+n)].

This fraction is relative to the bare interface. As a share of the incident flux, the drop is T0L. The real part ε1 shifts only the phase of t at this order.

If ε varies with depth, the step for E' contains k²∫εE dz. The field is t plus terms of order q, so dε2 is replaced by ∫ε2 dz. Thin layers then contribute additively, whatever their order.

**(c) How much of the lost transmission is absorbed, and what happens to the rest?**

Solution. The absorbed power per unit volume is ½ωε0ε2|E|², and the incident flux for unit amplitude is ½ε0c. The absorbed fraction is their ratio integrated over the film:

A = kε2∫|E|²dz.

To first order the field may be taken as t0 throughout the film, so

A = 4qε2/(1+n)².

The transmission changes by

ΔT = -T0L = -8nqε2/(1+n)³.

Energy conservation, ΔR + ΔT + A = 0, then gives

ΔR = [8n - 4(1+n)]qε2/(1+n)³ = 4(n-1)qε2/(1+n)³.

For n > 1 the absorbing film raises the reflectance at first order in d. The amplitudes show why. From part (a), r = t(1-iqn) - 1, and the real part of its change is -2qε2/(1+n)². The bare amplitude r0 = (1-n)/(1+n) is also negative when n > 1, so the wave sent back by the film reinforces the reflection. Indeed 2r0 times that change reproduces ΔR. If ε2 is very small, terms of second order in d can outweigh this rise.

The absorbed share of the lost transmission is

A/|ΔT| = (1+n)/(2n).

For n = 1, a free-standing film, the share is one: the loss is qε2, and the reflectance does not change at first order. As n grows at fixed q and ε, the share falls towards one half. Reading the transmission loss as absorption is therefore wrong on a high-index substrate.

**(d) Find the next term in d. When does the first-order law fail?**

Solution. Let m² = ε and δ = qm. The field in the film that has the correct value and slope at z = d is

E(z) = t{cos[mk(d-z)] - i(n/m)sin[mk(d-z)]}.

At the front face it gives

1 + r = t[cos δ - i(n/m)sin δ]

1 - r = t[n cos δ - im sin δ].

Adding them, with no restriction on thickness,

2/t = (1+n)cos δ - i(m + n/m)sin δ.

Now use cos δ ≈ 1 - q²ε/2 and sin δ ≈ qm, whose next correction is of order q³. With s = 1+n,

2/(st) = 1 - q²ε/2 - iq(ε+n)/s.

The real part is 1 + qε2/s - q²ε1/2. The imaginary part is -q(ε1+n)/s - q²ε2/2. The sum of their squares, through order q², is

T0/T = 1 + aq + bq²

a = 2ε2/s

b = ε2²/s² - ε1 + (ε1+n)²/s².

The inverse is T/T0 = 1 - aq + (a²-b)q², where

a² - b = [3ε2² + s²ε1 - (ε1+n)²]/s².

Expanding the last two terms in the bracket, the pieces 2nε1 cancel, and

ε1 + n²ε1 - ε1² - n² = (ε1-1)(n²-ε1).

Therefore

T/T0 = 1 - 2qε2/(1+n) + q²C + O(q³)

C = [3ε2² + (ε1-1)(n²-ε1)]/(1+n)².

A lossless film acts through the second product alone. It raises T when ε1 lies between 1 and n², which is the beginning of antireflection behaviour, and lowers T when ε1 > n² or ε1 < 1.

The expansion requires q, q|ε|/(1+n) and q√|ε| all to be small. The condition on q itself matters when ε is close to zero. Using the first-order loss also requires q|C| to be small beside 2ε2/(1+n). This last condition can fail far from absorption bands, where ε2 becomes very small while ε1-1 does not. Interference can then outweigh absorption in the change of T, and a negative "loss" is possible without any gain.

**(e) A real wafer also has a back face. Find the fractional loss for a wafer coated on one side, when its interference fringes are not resolved.**

Solution. Let the back face be bare, with transmittance T0 and reflectance R0 = (n-1)²/(n+1)². Let R1' be the reflectance of the coated face seen from inside the substrate. The transmitted amplitude is a sum over round trips, each multiplying the previous term by a fixed factor and a phase. Averaged over a full fringe, the cross terms vanish and intensities add:

Tw = T T0(1 + R1'R0 + R1'²R0² + ...) = T T0/(1 - R1'R0).

To find R1', send a unit wave from the substrate through the film into vacuum. The argument of part (a), with the two outer media exchanged, gives

1 + r' = t'(1 - iq)

n(1 - r') = t'(1 - iqε).

Multiply the first equation by n and add:

t' = 2n/[1 + n - iq(n+ε)] = nt.

The transmittance from inside is |t'|²/n = n|t|² = T, the same as from outside. The absorption differs, because the field at the film is larger for the same incident flux:

A' = qε2|t'|²/n = 4nqε2/(1+n)².

Energy conservation gives

ΔR1' = [8n - 4n(1+n)]qε2/(1+n)³ = -4n(n-1)qε2/(1+n)³.

Seen from inside, the film lowers the reflectance. Less light is recycled, which adds to the loss. Differentiating ln Tw about the bare wafer,

Lw = L - R0ΔR1'/(1-R0²).

Since 1-R0 = 4n/(n+1)² and 1+R0 = 2(n²+1)/(n+1)²,

R0/(1-R0²) = (n-1)²(n+1)²/[8n(n²+1)].

The additional loss is then (n-1)³qε2/[2(n²+1)(n+1)]. Adding L over the common denominator gives the numerator

4(n²+1) + (n-1)³ = n³ + n² + 3n + 3 = (n+1)(n²+3),

so that

Lw = qε2(n²+3)/[2(n²+1)].

The ratio to the front-interface law is

Lw/L = 1 + (n-1)³/[4(n²+1)].

It is one at n = 1 and about 1.01 at n = 1.5, so on a glass-like index the distinction hardly matters. On silicon it does.

**(f) Evaluate the loss for a 20 nm porous organosilicate film on silicon, at its Si-O-Si stretching band.**

Take round model parameters: one Lorentz oscillator centred at ν0 = 1050 cm⁻¹, with width γ = 60 cm⁻¹, strength S = 0.25 and background permittivity 2.0. Here ν is the wavenumber, ω = 2πcν, and

ε = 2.0 + Sν0²/(ν0² - ν² - iγν).

The silicon index is 3.42.

Solution. At the band centre the oscillator term is purely imaginary:

ε1 = 2.0

ε2 = Sν0/γ = 0.25 × 1050/60 = 4.375.

The thickness parameter is

q = 2πν0d = 2π × (1.05 × 10⁵ m⁻¹) × (20 × 10⁻⁹ m) = 0.01319.

This is small, and so are the other two expansion parameters: q|ε|/(1+n) = 0.014 and q√|ε| = 0.029. The front-interface loss is

L = 2 × 0.01319 × 4.375/4.42 = 0.0261, or 2.61 %.

The second-order coefficient is C = (57.4 + 9.7)/19.5 = 3.44, so q²C = 0.0006, and the loss drops to 2.55 %. The unexpanded film solution also gives 2.55 %, equivalent to an absorbance -log10(T/T0) of 0.0112.

As shares of the incident flux, the unexpanded solution gives a transmission drop of 1.79 %, absorption of 1.15 % and a reflectance rise of 0.64 %. About a third of the missing transmission has therefore been reflected, in agreement with part (c), where (1+n)/(2n) = 0.65 is the absorbed share. This budget holds only without a back face. For the whole wafer of part (e) the film also absorbs recycled light: the transmission falls by 1.75 % and the total reflectance falls by 0.29 % of the incident flux, so the absorption exceeds the transmission drop.

At the band centre, with the other parameters fixed, the losses for several thicknesses are:

5 nm: first order 0.65 %, unexpanded 0.65 %

20 nm: first order 2.61 %, unexpanded 2.55 %

50 nm: first order 6.53 %, unexpanded 6.18 %

100 nm: first order 13.1 %, unexpanded 11.7 %.

Relative to the unexpanded loss, the linear law is about 2 % too high at 20 nm and 11 % too high at 100 nm.

A Beer-Lambert estimate, 1 - exp(-2q Im m), gives 3.08 % for the 20 nm film, about a fifth too much. To first order its loss is 2q Im m. Because ε2 = 2(Re m)(Im m), the thin-film law equals this multiplied by 2Re m/(1+n). Here Re m = 1.85, and the factor is 0.83. The Beer-Lambert estimate ignores the interfaces that set the field in the film.

The position of the loss peak also carries information. In the first-order law

νε2 = (Sν0²/γ)/[1 + (ν0²-ν²)²/(γ²ν²)],

which is largest at ν = ν0 when n is constant. The unexpanded solution instead peaks at 1050.2 cm⁻¹ for 20 nm and at 1051.0 cm⁻¹ for 100 nm. The second-order term accounts for the shift at 20 nm. At ν0 the slope of ε1 is -2Sν0/γ² = -0.146 per cm⁻¹. Through the product (ε1-1)(n²-ε1), it contributes

(n²+1-2ε1) × (-0.146) = -1.27 per cm⁻¹

to the slope of (1+n)²C. The changes of q² and ε2 with ν contribute +0.13 and -0.11 in the same units, so the total is -1.25. The loss contains -q²C and therefore still rises at ν0, with slope

q² × 1.25/19.5 = 1.1 × 10⁻⁵ per cm⁻¹.

Near its maximum the first-order loss is L[1 - 4(ν-ν0)²/γ²], with curvature of magnitude 8L/γ² = 5.8 × 10⁻⁵ per cm⁻². The ratio gives a shift of 0.19 cm⁻¹, as observed in the unexpanded result. Since the slope grows as d² and the curvature as d, the leading shift is proportional to thickness. It is an optical effect and implies no change in the bonds. These shifts are for the front interface. For the whole wafer of part (e) they are smaller, 0.12 cm⁻¹ at 20 nm and 0.66 cm⁻¹ at 100 nm.

**(g) Which neglected effects matter most if this calculation is compared with a real wafer?**

Solution. Organosilicate low-k films do have a strong Si-O-Si band in this spectral region, but the oscillator values above are rough. The real band is usually a superposition of several components, so a single Lorentzian should not be expected to reproduce its shape. The thin-film law does not depend on that choice: it accepts any ε2(ν) for which the conditions of part (d) hold. For films of 100 nm or more, the unexpanded formula of part (d) is the safer one.

The assumption most strongly broken in an ordinary transmission measurement is the absence of the back face. For a 775 μm silicon wafer the fringe spacing is

1/(2 × 3.42 × 0.0775 cm) = 1.89 cm⁻¹.

If the back face is flat and polished, a spectrum averaged over several such spacings follows part (e), provided the averaging width stays small beside the band width γ. A rough back face scatters part of the recycled light, and part (e) then does not apply as written. The first-order wafer loss is 3.34 %, and the unexpanded film gives 3.24 %, compared with 2.55 % for the front interface. If that 3.24 % were inserted into the front-interface law, the inferred ε2 would be

0.0324 × 4.42/(2 × 0.01319) = 5.4,

instead of 4.375, an overestimate of about 24 %. The front-interface law applies to a measurement in which light reflected at the back face does not reach the detector; the single passage through that face then cancels in the ratio to a bare wafer.

Silicon is not perfectly transparent here. For a rough absorption coefficient of 1 cm⁻¹, one pass transmits 0.925 of the light. If the coated and the reference wafer match in thickness, doping and oxygen content, most of this cancels. A 10 % mismatch in the absorption coefficient would change the whole-wafer ratio by about 0.9 %, which is not negligible beside the film's loss. Even between matched wafers the absorption weakens the recycled light, and the whole-wafer loss becomes 3.13 %, or 2.97 % for 3 cm⁻¹. Oxygen-rich wafers absorb more near 1107 cm⁻¹, and heavily doped wafers absorb much more, so these figures hold only for lightly doped silicon.

The reference surface matters as well. Suppose a 1.5 nm native oxide with ε = 1 + 8i, both rough values, lies under the film. Compared with oxide-free silicon, the front-interface loss is 2.90 % instead of 2.55 %. Compared with silicon carrying the same oxide, it returns to 2.55 %. For a whole wafer with this oxide on both faces, the loss is 4.10 % against oxide-free silicon and 3.22 % against a wafer with the same oxide. This follows the additivity found in part (b): the oxide has a small thickness but a large ε2.

Two other changes are small at the band centre. Tilting an unpolarized beam by 10° gives a front-interface loss of 2.56 %. Heating the coated and the reference silicon alike by 100 K, with a rough index slope of 2 × 10⁻⁴ K⁻¹, gives 2.54 %. If only the coated sample is heated, the change in T0 raises the apparent loss by about 0.3 percentage points per face. A heated wafer changes at both faces, and the whole-wafer loss rises by about 0.5 points. These heating figures include the substrate index alone, not thermal changes in the film or free carriers in the silicon.

For this example, then, the back face and the choice of reference wafer need attention before the second-order thickness correction does. The numerical output lists the main values with more digits.

Computed results

```
Film thickness: 20 nm
Band centre: 1050 cm^-1; width: 60 cm^-1
Oscillator strength: 0.25; background eps: 2.0
Silicon index n: 3.42
Photon energy at band centre: 130.2 meV
Angular frequency: 1.978e+14 rad/s
eps1, eps2 at band centre: 2.000, 4.375
q = omega d/c: 0.01319
q|eps|/(1+n): 0.01436; q sqrt|eps|: 0.02894
Bare front transmission T0: 0.70023
Coated front transmission, exact: 0.68235
Relative loss, first-order law: 2.612 %
Relative loss, second order: 2.552 %
Relative loss, exact film: 2.554 %
Absorbance -log10(T/T0), exact: 0.01124
Beer-Lambert estimate of loss: 3.080 %
Budget in % of incident flux, first-order formulas | exact:
  transmission drop: 1.829 | 1.788
  absorbed: 1.182 | 1.152
  reflectance rise: 0.647 | 0.636
Thickness nm: loss in % first order, second order, exact
      5: 0.653, 0.649, 0.649
     20: 2.612, 2.552, 2.554
     50: 6.530, 6.156, 6.179
    100: 13.060, 11.565, 11.741
Loss peak, first-order law: 1050.00 cm^-1
Loss peak, exact, 20 nm: 1050.19 cm^-1; 100 nm: 1051.02 cm^-1
Wafer thickness: 775 um; fringe spacing: 1.89 cm^-1
Whole-wafer loss, first-order formula: 3.341 %
Whole-wafer loss, exact film: 3.239 %
Ratio wafer law / front law: 1.279
Silicon absorption (rough): 1.0 cm^-1; one pass: 0.925
Whole-wafer loss with that absorption: 3.133 %
Native oxide (rough): 1.5 nm, eps2 = 8
Front loss, film+oxide against bare Si: 2.896 %
Front loss, film+oxide against oxidised Si: 2.548 %
Front loss at 10 deg, unpolarised: 2.560 %
Silicon dn/dT (rough): 2e-04 1/K; heating: 100 K
Front loss on heated silicon: 2.542 %
```
